# The Random Baseline for ⟨111⟩ Fibre Texture in Cubic Films: a program that tests the result

```python
"""
Result under test: for uniformly random cubic orientations, the fraction of
grains with a <111> direction within alpha of the film normal is
F0 = 4 (1 - cos alpha), valid while alpha <= arcsin(1/sqrt(3)).
At alpha = 15 degrees F0 is 13.6 percent.
Symbols: n = film normal in crystal axes; F = measured area fraction;
f = fibre share; t = inclined-twin share of the fibre; w = tilt width;
ep, ez = elastic strain in the film plane and along its normal.
The example uses chosen round values in the rough regime of a copper film.
"""
from itertools import permutations, product
import numpy as np
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(271828)
alpha = np.radians(15.0)


def family(indices):
    vectors = set()
    for perm in permutations(indices):
        for signs in product((-1, 1), repeat=3):
            vectors.add(tuple(s * p for s, p in zip(signs, perm)))
    array = np.array(sorted(vectors), dtype=float)
    return array / np.linalg.norm(array, axis=1)[:, None]


def smallest_separation(directions):
    cosines = directions @ directions.T
    np.fill_diagonal(cosines, -1.0)
    return np.arccos(cosines.max())


def inside(normals, directions, angle):
    return (normals @ directions.T).max(axis=1) >= np.cos(angle)


def cap_sum(count, angle):
    return count * (1.0 - np.cos(angle)) / 2.0


def sphere_integral(angle, equal_polar_steps=False, points=200000):
    """Integrate the <111> window over one octant of crystal directions.

    In the octant the nearest direction is [111], so the window is
    x + y + z >= sqrt(3) cos(angle). The azimuth range is found at each z.
    """
    u = (np.arange(points) + 0.5) / points
    z = np.cos(u * np.pi / 2) if equal_polar_steps else u
    q = (np.sqrt(3) * np.cos(angle) - z) / np.sqrt(1.0 - z * z)
    width = 2 * np.arccos(np.clip(q / np.sqrt(2), -1.0, 1.0))
    return np.mean(np.minimum(width, np.pi / 2)) / (np.pi / 2)


d111, d100, d110 = family((1, 1, 1)), family((1, 0, 0)), family((1, 1, 0))
separation = smallest_separation(d111)
limit = np.arcsin(1 / np.sqrt(3))
assert abs(separation - 2 * limit) < 1e-7
F0 = cap_sum(len(d111), alpha)

# Baseline against the direct integral, up to the overlap limit.
for test_angle in (np.radians(5), np.radians(10), alpha, np.radians(20), limit):
    assert abs(sphere_integral(test_angle) - 4 * (1 - np.cos(test_angle))) < 2e-6
wide = np.radians(45)
assert cap_sum(8, wide) > 1.0 and sphere_integral(wide) < 1.0
wrong_sampling = sphere_integral(alpha, equal_polar_steps=True)
assert abs(wrong_sampling - F0) > 0.01

# Baseline against uniformly random rotations of whole crystals.
samples = 1000000
matrices = Rotation.from_quat(rng.normal(size=(samples, 4))).as_matrix()
normals = matrices[:, 2, :].copy()
hit = inside(normals, d111, alpha)
sampled = hit.mean()
sampling_error = np.sqrt(F0 * (1 - F0) / samples)
assert abs(sampled - F0) < 4 * sampling_error
for directions in (d100, d110):
    assert smallest_separation(directions) > 2 * alpha
    expected = cap_sum(len(directions), alpha)
    error = np.sqrt(expected * (1 - expected) / samples)
    assert abs(inside(normals, directions, alpha).mean() - expected) < 4 * error

# A mounting tilt must not change the random baseline.
mount_tilt = np.radians(3.0)
tilted_normal = np.array([np.sin(mount_tilt), 0.0, np.cos(mount_tilt)])
tilted_hit = inside(np.einsum("nij,i->nj", matrices, tilted_normal), d111, alpha)
assert abs(tilted_hit.mean() - F0) < 4 * sampling_error

# Example: chosen map and measured fraction.
side, diameter, log_width, F = 20.0, 0.5, 0.5, 0.60
multiple = F / F0
f_simple = (F - F0) / (1 - F0)
mean_area = np.pi / 4 * diameter**2 * np.exp(log_width**2)
grains = side**2 / mean_area
effective = grains * np.exp(-4 * log_width**2)
map_error = np.sqrt(F0 * (1 - F0) / effective)

# Simulate area fractions of random maps with lognormal grain diameters.
median = diameter * np.exp(-log_width**2 / 2)
grain_count = int(round(grains))
map_values, area_means = [], []
for _ in range(4000):
    d = median * np.exp(log_width * rng.normal(size=grain_count))
    areas = np.pi / 4 * d**2
    chosen = hit[rng.integers(0, samples, grain_count)]
    map_values.append(areas[chosen].sum() / areas.sum())
    area_means.append(areas.mean())
simulated_error = np.std(map_values)
assert abs(np.mean(area_means) / mean_area - 1) < 0.01
assert abs(simulated_error / map_error - 1) < 0.06

# Twins of random grains: half-turn about one <111> axis.


def twin(vectors, axis):
    return 2 * (vectors @ axis)[:, None] * axis - vectors


shared_axis = np.ones(3) / np.sqrt(3)
twin_hit = inside(twin(normals, shared_axis), d111, alpha)
both = np.mean(hit & twin_hit)
assert abs(twin_hit.mean() - F0) < 4 * sampling_error
assert abs(both - F0 / 4) < 4 * np.sqrt(F0 / 4 * (1 - F0 / 4) / samples)
correlation = (0.25 - F0) / (1 - F0)
assert abs(np.corrcoef(hit, twin_hit)[0, 1] - correlation) < 0.006
twin_error = map_error * np.sqrt(1 + correlation)

# Inclined twins and tilt spread in a fibre-textured film.
inclined_axis = np.array([-1.0, 1.0, 1.0]) / np.sqrt(3)
twin_normal = twin(shared_axis[None, :], inclined_axis)
twin_angle = np.arccos((twin_normal @ d111.T).max())
assert twin_angle - alpha > alpha
t, w = 0.20, np.radians(5.0)
spread_capture = 1 - np.exp(-alpha**2 / (2 * w**2))
capture = (1 - t) * spread_capture
f_corrected = (F - F0) / (capture - F0)
f_spread_only = (F - F0) / (spread_capture - F0)
assert 0 < f_corrected < 1

# Build that mixed film explicitly and recover the measured fraction.
size = 500000
tilts = w * rng.normal(size=(size, 2))
tilt = np.hypot(tilts[:, 0], tilts[:, 1])
azimuth = np.arctan2(tilts[:, 1], tilts[:, 0])
e1 = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
e2 = np.cross(shared_axis, e1)
radial = np.cos(azimuth)[:, None] * e1 + np.sin(azimuth)[:, None] * e2
film = np.cos(tilt)[:, None] * shared_axis + np.sin(tilt)[:, None] * radial
is_twin = rng.random(size) < t
film[is_twin] = twin(film[is_twin], inclined_axis)
is_random = rng.random(size) >= f_corrected
film[is_random] = normals[:size][is_random]
film_fraction = inside(film, d111, alpha).mean()
assert abs(film_fraction - F) < 4 * np.sqrt(F * (1 - F) / size)

# Elastic strain: isotropic film under equal in-plane tension.
ep, poisson = 0.003, 0.35
ez = -2 * poisson / (1 - poisson) * ep
edge = np.arctan(np.tan(alpha) * (1 + ez) / (1 + ep))
strain_shift = cap_sum(8, edge) - F0
stretch = np.array([1 + ep, 1 + ep, 1 + ez])
strained_hit = np.zeros(samples, dtype=bool)
for direction in d111[:4]:
    vector = (matrices @ direction) * stretch
    cosine = np.abs(vector[:, 2]) / np.linalg.norm(vector, axis=1)
    strained_hit |= cosine >= np.cos(alpha)
# The first four sorted directions must represent four different axes.
assert np.all(d111[:4, 0] < 0)
sampled_shift = strained_hit.mean() - sampled
assert abs(sampled_shift - strain_shift) < 4 * np.sqrt(abs(strain_shift) / samples)


def show(label, value, unit="", digits=2):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Window half-angle", np.degrees(alpha), "degrees", 1)
show("cos(alpha)", np.cos(alpha), digits=6)
show("Number of <111> directions", len(d111), digits=0)
show("Smallest <111> separation", np.degrees(separation), "degrees")
show("Largest angle without overlap", np.degrees(limit), "degrees")
show("Probability for one cap", 100 * cap_sum(1, alpha), "percent", 4)
show("Random <111> baseline", 100 * F0, "percent", 3)
show("Baseline by sphere integral", 100 * sphere_integral(alpha), "percent", 3)
show("Baseline by random rotations", 100 * sampled, "percent")
show("Sampling standard error", 100 * sampling_error, "percentage points", 3)
show("Mounting tilt tested", np.degrees(mount_tilt), "degrees", 1)
show("Baseline with mounting tilt", 100 * tilted_hit.mean(), "percent")
show("Wrong baseline, equal polar steps", 100 * wrong_sampling, "percent")
show("Four caps only (wrong)", 100 * cap_sum(4, alpha), "percent")
for degrees in (5, 10, 20):
    show(f"<111> baseline at {degrees} degrees",
         100 * cap_sum(8, np.radians(degrees)), "percent")
show("Cap sum at 45 degrees (invalid)", 100 * cap_sum(8, wide), "percent")
show("True fraction at 45 degrees", 100 * sphere_integral(wide), "percent")
show("<100> baseline at 15 degrees", 100 * cap_sum(6, alpha), "percent")
show("<110> baseline at 15 degrees", 100 * cap_sum(12, alpha), "percent")
show("Map side", side, "um", 1)
show("Mean grain diameter", diameter, "um", 2)
show("Lognormal diameter width", log_width)
show("Measured fraction, chosen", 100 * F, "percent", 1)
show("Multiple of random", multiple)
show("Fibre share, simple model", 100 * f_simple, "percent", 1)
show("Mean grain area", mean_area, "um^2", 4)
show("Expected grain number", grains, digits=0)
show("Effective grain number", effective, digits=0)
show("Map standard error", 100 * map_error, "percentage points")
show("Simulated map error", 100 * simulated_error, "percentage points")
show("Baseline plus two errors", 100 * (F0 + 2 * map_error), "percent", 1)
show("Parent and twin both in window", 100 * F0 / 4, "percent")
show("Same by random rotations", 100 * both, "percent")
show("Parent-twin correlation", correlation, digits=3)
show("Map error bound with twin pairs", 100 * twin_error, "percentage points")
show("Inclined twin to nearest <111>", np.degrees(twin_angle), "degrees")
show("Inclined-twin share, chosen", 100 * t, "percent", 1)
show("Fibre tilt width, chosen", np.degrees(w), "degrees", 1)
show("Capture with spread only", 100 * spread_capture, "percent")
show("Capture with spread and twins", 100 * capture, "percent")
show("Fibre share, spread only", 100 * f_spread_only, "percent", 1)
show("Fibre share, spread and twins", 100 * f_corrected, "percent", 1)
show("Fraction in simulated mixed film", 100 * film_fraction, "percent")
show("In-plane strain, chosen", 100 * ep, "percent", 3)
show("Poisson ratio, chosen", poisson)
show("Normal strain", 100 * ez, "percent", 3)
show("Unstrained window edge", np.degrees(edge), "degrees", 3)
show("Baseline shift from strain", 100 * strain_shift, "percentage points", 3)
show("Same by random rotations", 100 * sampled_shift, "percentage points", 3)
print("all tests passed")
```

Output:

```
Window half-angle: 15.0 degrees
cos(alpha): 0.965926
Number of <111> directions: 8
Smallest <111> separation: 70.53 degrees
Largest angle without overlap: 35.26 degrees
Probability for one cap: 1.7037 percent
Random <111> baseline: 13.630 percent
Baseline by sphere integral: 13.630 percent
Baseline by random rotations: 13.65 percent
Sampling standard error: 0.034 percentage points
Mounting tilt tested: 3.0 degrees
Baseline with mounting tilt: 13.66 percent
Wrong baseline, equal polar steps: 10.77 percent
Four caps only (wrong): 6.81 percent
<111> baseline at 5 degrees: 1.52 percent
<111> baseline at 10 degrees: 6.08 percent
<111> baseline at 20 degrees: 24.12 percent
Cap sum at 45 degrees (invalid): 117.16 percent
True fraction at 45 degrees: 94.19 percent
<100> baseline at 15 degrees: 10.22 percent
<110> baseline at 15 degrees: 20.44 percent
Map side: 20.0 um
Mean grain diameter: 0.50 um
Lognormal diameter width: 0.50
Measured fraction, chosen: 60.0 percent
Multiple of random: 4.40
Fibre share, simple model: 53.7 percent
Mean grain area: 0.2521 um^2
Expected grain number: 1587
Effective grain number: 584
Map standard error: 1.42 percentage points
Simulated map error: 1.40 percentage points
Baseline plus two errors: 16.5 percent
Parent and twin both in window: 3.41 percent
Same by random rotations: 3.39 percent
Parent-twin correlation: 0.132
Map error bound with twin pairs: 1.51 percentage points
Inclined twin to nearest <111>: 38.94 degrees
Inclined-twin share, chosen: 20.0 percent
Fibre tilt width, chosen: 5.0 degrees
Capture with spread only: 98.89 percent
Capture with spread and twins: 79.11 percent
Fibre share, spread only: 54.4 percent
Fibre share, spread and twins: 70.8 percent
Fraction in simulated mixed film: 59.94 percent
In-plane strain, chosen: 0.300 percent
Poisson ratio, chosen: 0.35
Normal strain: -0.323 percent
Unstrained window edge: 14.911 degrees
Baseline shift from strain: -0.160 percentage points
Same by random rotations: -0.157 percentage points
all tests passed
```
